# Site correlations in a random binary alloy and in finite cells

A binary alloy A\(_x\)B\(_{1-x}\) occupies the sites of a given lattice. In a semiconductor alloy with one mixed and one unmixed sublattice, "the lattice" means the mixed sublattice alone. Site \(i\) carries the variable \(\sigma_i=+1\) if it holds an A atom and \(\sigma_i=-1\) if it holds a B atom. The alloy is called random here if two conditions hold:

- every site holds A with the same probability \(x\);
- the occupations of all sites are mutually independent, so that the probability of any configuration is the product of its single-site probabilities.

Angle brackets denote the average over the ensemble of all configurations with these probabilities. All quantities are dimensionless. Numerical values are for the model composition \(x=0.25\).

## (a) The correlation of \(k\) sites

**Find the mean site variable \(m=\langle\sigma_i\rangle\), and then \(\langle\sigma_1\sigma_2\cdots\sigma_k\rangle\) for \(k\) distinct sites. Discuss the limits of composition.**

**Solution.** The value \(+1\) has probability \(x\) and the value \(-1\) has probability \(1-x\), so

\[
m=(+1)\,x+(-1)(1-x)=2x-1 .
\]

Solving for \(x\) gives \(x=(1+m)/2\) and \(1-x=(1-m)/2\). Both cases are contained in one formula for the single-site probability,

\[
p(s)=\frac{1+sm}{2},\qquad s=\pm1 .
\]

For \(k\) distinct sites, independence makes the joint probability a product. The average is a sum over \(2^k\) configurations:

\[
\langle\sigma_1\cdots\sigma_k\rangle
=\sum_{s_1=\pm1}\cdots\sum_{s_k=\pm1}s_1\cdots s_k\;p(s_1)\cdots p(s_k).
\]

Each factor \(s_i\,p(s_i)\) depends on one summation variable only, so the multiple sum is a product of \(k\) single sums. Each of them is the mean site variable:

\[
\langle\sigma_1\cdots\sigma_k\rangle=\prod_{i=1}^{k}\Big(\sum_{s_i=\pm1}s_i\,p(s_i)\Big)=m^k=(2x-1)^k .
\]

The positions of the sites do not enter. A nearest-neighbour pair and a distant pair have the same correlation, because no site carries information about another.

For pure A, \(m=1\) and all correlations are 1. For pure B, \(m=-1\) and they are \((-1)^k\). At \(x=1/2\) they all vanish. For a few A atoms in B,

\[
(2x-1)^k=(-1)^k(1-2x)^k\approx(-1)^k(1-2kx),\qquad kx\ll1 .
\]

This has a direct reading: with probability close to \(kx\) one of the \(k\) sites holds an A atom, which reverses the sign of the product and so changes it by 2 in magnitude.

At \(x=0.25\) the mean is \(m=2(0.25)-1=-0.5\), and the correlations for \(k=2,3,4\) are \(0.25\), \(-0.125\) and \(0.0625\).

## (b) What each condition does

**Evaluate the following averages and compare them with \(m^k\): (i) a triple product in which one site occurs twice; (ii) a pair of independent sites with different A fractions; (iii) the triple product when \(\sigma_1\) and \(\sigma_2\) are independent with zero mean and \(\sigma_3=\sigma_1\sigma_2\).**

**Solution.** (i) Since \(\sigma_1^2=1\) in every configuration,

\[
\langle\sigma_1\sigma_1\sigma_2\rangle=\langle\sigma_2\rangle=m .
\]

At \(x=0.25\) this is \(-0.5\), whereas \(m^3=-0.125\). The case arises in a small periodic cell, where two sites of a cluster can be periodic images of each other and therefore one and the same variable.

(ii) The factorization in (a) still holds, but the factors differ: \(\langle\sigma_1\sigma_2\rangle=m_1m_2\). For A fractions 0.25 and 0.75 the means are \(-0.5\) and \(+0.5\), and the pair correlation is \(-0.25\). The average of the two site means is zero, so a power law in the overall composition would predict zero. An alloy with inequivalent sites that attract A atoms differently belongs to this case if the occupations are still independent. Interactions between the atoms generally make the pair correlation differ from \(m_1m_2\).

(iii) Every single-site mean vanishes, since \(\langle\sigma_3\rangle=\langle\sigma_1\rangle\langle\sigma_2\rangle=0\). The pairs vanish too: \(\langle\sigma_1\sigma_2\rangle=0\), \(\langle\sigma_1\sigma_3\rangle=\langle\sigma_1^2\sigma_2\rangle=\langle\sigma_2\rangle=0\), and likewise for the pair 2, 3. All of this agrees with \(m=0\). Yet

\[
\langle\sigma_1\sigma_2\sigma_3\rangle=\langle\sigma_1^2\sigma_2^2\rangle=1 .
\]

Ideal pair correlations therefore do not establish randomness. Independence of the pairs is weaker than mutual independence of all sites.

## (c) From correlations back to probabilities

**Suppose that every subset \(S\) of \(k\) given sites has the correlation \(m^{|S|}\), where \(|S|\) is the number of sites in \(S\). Are the occupations of the \(k\) sites necessarily independent? Apply the answer to a tetrahedron of four sites at \(x=0.25\).**

**Solution.** The quantity \((1+s_i\sigma_i)/2\) equals 1 if \(\sigma_i=s_i\) and 0 if \(\sigma_i=-s_i\). A product of such factors picks out one configuration, and its average is the probability of that configuration:

\[
P(s_1,\dots,s_k)=\Big\langle\prod_{i=1}^k\frac{1+s_i\sigma_i}{2}\Big\rangle .
\]

Multiplying out, one takes from each factor either the 1 or the term \(s_i\sigma_i\). The sites for which the second choice is made form a subset \(S\), and all subsets occur once, including the empty one:

\[
P(s_1,\dots,s_k)=\frac1{2^k}\sum_S\Big(\prod_{i\in S}s_i\Big)\Big\langle\prod_{i\in S}\sigma_i\Big\rangle
=\frac1{2^k}\sum_S\prod_{i\in S}(s_im).
\]

The last sum is the expansion of a product, so

\[
P(s_1,\dots,s_k)=\prod_{i=1}^k\frac{1+s_im}{2}=\prod_{i=1}^k p(s_i).
\]

The answer is yes. The power law on all subsets is equivalent to independence with equal means. Example (iii) escapes this conclusion because its triple fails.

For a tetrahedron with four B atoms, all \(s_i=-1\). There are 4 single sites, 6 pairs, 4 triples and 1 quadruple, hence

\[
P=\frac{1-4m+6m^2-4m^3+m^4}{16}
=\frac{1+2+1.5+0.5+0.0625}{16}=0.3164 ,
\]

which is \((0.75)^4\), as it must be. With \(n\) A atoms there are \(\binom4n\) equally probable placements, so the probability of finding \(n\) A atoms is \(\binom4n x^n(1-x)^{4-n}\). For \(n=0,1,2,3,4\) this gives 0.316, 0.422, 0.211, 0.047 and 0.004.

In a zinc-blende alloy with one mixed sublattice, each atom of the other sublattice is surrounded by such a tetrahedron. If the mixed sublattice is random in the sense defined above, these numbers are the fractions of its possible nearest-neighbour environments. Although a quarter of the mixed sites hold A, only about 42% of the tetrahedra then have the average composition of one A in four. Real alloys can show clustering, short-range order or growth-induced ordering on the mixed sublattice. Their fractions then differ from these values, which serve as the random reference.

## (d) One sample instead of an ensemble

**A calculation or a measurement often deals with one large sample. Take a periodic cell of \(N\) sites, all equivalent by translation, and a cluster \(C\) of \(k\) sites that remain distinct in the cell. Average the cluster product over all \(N\) translations. Find the mean and variance of this lattice average over the ensemble, and decide whether it converges for large \(N\).**

**Solution.** Let \(C+t\) be the cluster shifted by the translation \(t\), and define

\[
f_t=\prod_{i\in C+t}\sigma_i,\qquad F=\frac1N\sum_t f_t .
\]

By (a), each \(f_t\) has mean \(m^k\), so \(\langle F\rangle=m^k\) for every \(N\). The variance is

\[
\mathrm{Var}\,F=\frac1{N^2}\sum_{t,u}\big(\langle f_tf_u\rangle-m^{2k}\big).
\]

In \(f_tf_u\) a site common to both clusters contributes \(\sigma_i^2=1\). What remains is the product over the sites that belong to one cluster but not to both. This set is the symmetric difference, written \(\triangle\), and its sites are distinct, so (a) applies again. The result depends on the relative shift alone. The double sum is therefore \(N\) times a single sum:

\[
\mathrm{Var}\,F=\frac1N\sum_t\Big(m^{|C\triangle(C+t)|}-m^{2k}\Big).
\]

If the two clusters do not overlap, the symmetric difference has \(2k\) sites and the term is zero. Otherwise the exponent is \(2k\) minus twice the number of common sites. It is even and smaller than \(2k\), so the term lies between 0 and 1. An overlap requires that \(t\) be the difference of two sites of \(C\). There are \(k^2\) ordered choices of two sites, of which \(k\) give \(t=0\), so at most \(k^2-k+1\) different translations contribute:

\[
\mathrm{Var}\,F\le\frac{k^2-k+1}{N}.
\]

For fixed \(k\) the variance vanishes as \(N\to\infty\). The lattice average of one sample then converges to \(m^k\) in mean square, and the typical deviation falls as \(N^{-1/2}\) unless the alloy is pure. It cannot fall faster, because no term of the sum is negative and \(t=0\) always contributes \(1-m^{2k}\). A complete enumeration of all configurations of a ten-site ring confirms the mean and the variance for four clusters at two compositions. One of these clusters is a pair that a shift by half the ring maps onto itself.

## (e) Scatter in an fcc sample

**For the nearest-neighbour pair, triangle and tetrahedron of an fcc lattice, evaluate the standard deviation of \(F\) at \(x=0.25\) and \(N=8000\). Compare it with random samples.**

**Solution.** The tetrahedron consists of a site and its neighbours at the three primitive vectors. The pair and the triangle are parts of it. In all three clusters the \(k(k-1)\) differences between two different sites are distinct translations, and each produces an overlap of one site. The symmetric difference then has \(2k-2\) sites, while \(t=0\) gives an empty one. Hence

\[
N\,\mathrm{Var}\,F=1-m^{2k}+k(k-1)\big(m^{2k-2}-m^{2k}\big).
\]

With \(m^2=0.25\), the pair gives

\[
N\,\mathrm{Var}\,F=1-0.0625+2(0.25-0.0625)=1.3125,
\]

and the standard deviation is \(\sqrt{1.3125/8000}=0.0128\). The same formula gives 0.0126 for the triangle and 0.0119 for the tetrahedron.

The absolute scatter is nearly the same in the three cases, but the ideal values shrink with \(k\). Relative to the ideal value, the standard deviation is about 5% for the pair, 10% for the triangle and 19% for the tetrahedron. High-order correlations thus need much larger samples for the same relative accuracy at this composition.

One random sample gave 0.236, \(-0.121\) and 0.069 for the three clusters, against ideal values of 0.25, \(-0.125\) and 0.0625. The deviations are about 1.1, 0.3 and 0.5 standard deviations.

Over 400 samples the means were 0.2489, \(-0.1240\) and 0.0609. The standard error of such a mean is the predicted standard deviation divided by \(\sqrt{400}=20\), about 0.0006. The pair and triangle means lie within two standard errors of the ideal values. The tetrahedron mean is low by 0.0016, or 2.7 standard errors, which is a rather large fluctuation but inside the limit of five set for the test. The observed scatter of the tetrahedron average, 0.0129, is also 8% above the predicted 0.0119, within the test limit of 15%. The sampling is thus a coarser check than the complete enumeration in (d), which has no statistical noise.

## (f) A cell with a fixed number of A atoms

**Now let a cell contain a prescribed number \(N_A\) of A atoms and \(N_B=N-N_A\) of B atoms, with all arrangements equally probable. Find the average product \(\Pi_k\) over \(k\) distinct sites. Give the pair case in closed form and explain its difference from (a).**

**Solution.** The occupations are no longer independent: an A atom on one site leaves fewer A atoms for the others. Put \(m=(N_A-N_B)/N\), and consider the sum \(e_k\) of the products \(\sigma_{i_1}\cdots\sigma_{i_k}\) over all \(\binom Nk\) sets of \(k\) distinct sites. It is the coefficient of \(t^k\) in

\[
\prod_{i=1}^N(1+t\sigma_i)=(1+t)^{N_A}(1-t)^{N_B}.
\]

The right-hand side is the same for every arrangement, so \(e_k\) is too. Averaged over arrangements, each set of \(k\) sites contributes the same \(\Pi_k\), because all sites are treated alike. Therefore \(e_k=\binom Nk\Pi_k\), or

\[
\Pi_k=\binom Nk^{-1}\,[t^k]\,(1+t)^{N_A}(1-t)^{N_B},
\]

where \([t^k]\) denotes the coefficient of \(t^k\).

For pairs, squaring \(\sum_i\sigma_i=Nm\) gives \(N^2m^2=N+2e_2\), where \(N\) comes from the squares \(\sigma_i^2=1\). Dividing \(e_2=(N^2m^2-N)/2\) by \(N(N-1)/2\) yields

\[
\Pi_2=\frac{Nm^2-1}{N-1}=m^2-\frac{1-m^2}{N-1}.
\]

The correlation is lower than \(m^2\) unless the cell is pure. The cause is the missing fluctuation of composition. To see this, let the composition vary again as in the random alloy, with \(M=\frac1N\sum_i\sigma_i\) now a random quantity of mean \(m\). Its variance is \((1-m^2)/N\), since the \(N\) sites are independent with variance \(1-m^2\) each. Averaging the pair formula over \(M\) gives

\[
\frac{N\langle M^2\rangle-1}{N-1}
=\frac{Nm^2+(1-m^2)-1}{N-1}=m^2 ,
\]

and the result of (a) is restored.

## (g) The size of the bias

**Find the leading difference between \(\Pi_k\) and \(m^k\) for large \(N\) at fixed \(m\) and \(k\ge2\). Then evaluate \(\Pi_2\), \(\Pi_3\) and \(\Pi_4\) for a cell of 16 sites with 4 A atoms.**

**Solution.** Write \(\sigma_i=m+\delta_i\), so that \(\sum_i\delta_i=0\), and let \(D_j\) be the average of \(\delta_1\cdots\delta_j\) over arrangements. Expanding the product of \(k\) factors gives

\[
\Pi_k=\sum_{j=0}^k\binom kj m^{k-j}D_j,\qquad D_0=1,\quad D_1=0 .
\]

The argument of (f) applies to \(\delta_i\) as well: \(\binom Nj D_j\) is the coefficient of \(t^j\) in \(G(t)=\prod_i(1+t\delta_i)\). With \(\mu_r=\frac1N\sum_i\delta_i^r\), the series of the logarithm is

\[
\ln G=\sum_i\ln(1+t\delta_i)=N\Big(-\frac{\mu_2t^2}{2}+\frac{\mu_3t^3}{3}-\cdots\Big),
\]

without a linear term because \(\mu_1=0\). When this is exponentiated, each factor \(N\) brings at least two powers of \(t\). The coefficient of \(t^j\) thus grows no faster than \(N^{j/2}\) for even \(j\) and \(N^{(j-1)/2}\) for odd \(j\). Since \(\binom Nj\) grows as \(N^j\), both \(D_3\) and \(D_4\) are of order \(N^{-2}\) at most, and higher \(D_j\) are smaller still.

The coefficient of \(t^2\) is \(-N\mu_2/2\), with \(\mu_2=1-m^2\). Division by \(N(N-1)/2\) gives \(D_2=-(1-m^2)/(N-1)\), and so

\[
\Pi_k=m^k-\frac{k(k-1)}2\,m^{k-2}\,\frac{1-m^2}{N}+O(N^{-2}).
\]

For \(m=-0.5\) the coefficients of \(1/N\) are \(-0.75\), \(1.125\) and \(-1.125\) for \(k=2,3,4\). At \(N=4000\) the exact formula gives \(N(\Pi_k-m^k)=-0.7502\), \(1.1257\) and \(-1.1256\), in agreement with the expansion.

For the 16-site cell, \(N_A=4\) and \(N_B=12\), and

\[
(1+t)^4(1-t)^{12}=(1-t^2)^4(1-t)^8
\]
\[
=(1-4t^2+6t^4-\cdots)(1-8t+28t^2-56t^3+70t^4-\cdots).
\]

The required coefficients are \(28-4=24\), \(-56+32=-24\) and \(70-112+6=-36\). Dividing by the numbers of pairs, triples and quadruples, 120, 560 and 1820, gives

\[
\Pi_2=0.200,\qquad \Pi_3=-0.0429,\qquad \Pi_4=-0.0198 .
\]

The ideal values are 0.25, \(-0.125\) and 0.0625. The triple has lost about two thirds of its magnitude, and the quadruple has the wrong sign, although the composition is exactly right. Enumeration of all 1820 arrangements gives the same averages. The leading term alone would shift the triple by \(1.125/16=0.070\), while the full shift is 0.082, so higher orders in \(1/N\) matter in so small a cell.

Averaging over more arrangements of this cell cannot remove the bias. A selected arrangement can still have the ideal average 0.25 over a chosen set of short pairs. But \(e_2\) is fixed by the composition, so the mean over all 120 pairs stays at 0.200. If each chosen pair is counted once, the remaining pairs must then average less than 0.200. In a small periodic cell two sites can be neighbours through more than one periodic image. A lattice average counts such a pair more than once, and this simple balance then does not apply directly. A small cell can imitate the random alloy for selected clusters, at the expense of others.

## Computed values

```
fraction of A, x = 0.25 (dimensionless, as all below)
mean site variable m = -0.50
ideal correlation, k = 1: -0.5000
ideal correlation, k = 2: 0.2500
ideal correlation, k = 3: -0.1250
ideal correlation, k = 4: 0.0625
triple product with one site repeated: -0.5000
pair with site fractions 0.25 and 0.75: -0.2500
linked spins: largest pair 0.0000, triple 1.0000
probability of 0 A atoms in tetrahedron: 0.316406
probability of 1 A atoms in tetrahedron: 0.421875
probability of 2 A atoms in tetrahedron: 0.210938
probability of 3 A atoms in tetrahedron: 0.046875
probability of 4 A atoms in tetrahedron: 0.003906
fcc sample: 8000 sites, number of samples 400
pair: first sample 0.23600, mean of samples 0.24887
pair: standard deviation predicted 0.01281, found 0.01268
triangle: first sample -0.12075, mean of samples -0.12404
triangle: standard deviation predicted 0.01258, found 0.01316
tetrahedron: first sample 0.06900, mean of samples 0.06092
tetrahedron: standard deviation predicted 0.01192, found 0.01289
fixed cell: 16 sites, 4 A atoms, 1820 arrangements
fixed-cell correlation, k = 1: -0.500000, shift from ideal 0.000000
fixed-cell correlation, k = 2: 0.200000, shift from ideal -0.050000
fixed-cell correlation, k = 3: -0.042857, shift from ideal 0.082143
fixed-cell correlation, k = 4: -0.019780, shift from ideal -0.082280
N times bias, k = 2: at N = 4000 -0.7502, leading term -0.7500
N times bias, k = 3: at N = 4000 1.1257, leading term 1.1250
N times bias, k = 4: at N = 4000 -1.1256, leading term -1.1250
```
